# Constant-potential electrode charges and differential capacitance in the Siepmann–Sprik model

A capacitor cell has two electrodes made of rigidly held atoms, with an electrolyte between them. It repeats periodically in $x$ and $y$, with area $\mathcal A$ per cell, and is not periodic in $z$. Electrode atom $i$ carries a variable charge $q_i$. The electrolyte carries fixed charges $\zeta_k$ at positions $\mathbf r_k$, collectively $r$, with $\sum_k\zeta_k=0$; it has no electronic polarisability. Every charge is spread as a normalised Gaussian proportional to $e^{-\eta^2r^2}$.

Charges are in $e$, potentials in V, energies in eV and lengths in Å. The Coulomb constant is $k_e=e/(4\pi\varepsilon_0)=14.39965$ V Å/$e$. A battery holds the upper electrode at potential $V$ relative to the lower one, and the electrodes together are neutral. With $\mathbf 1$ the vector of ones, this means $\mathbf 1^Tq=0$.

## (a) The energy

**Find the interaction between two Gaussian charges in this geometry, write the energy as a function of $q$, and show that its quadratic part is positive for neutral $q$.**

Convolving two Gaussians adds their variances: $1/(2\eta^2)+1/(2\eta^2)=1/(2\alpha^2)$, so $\alpha=\eta/\sqrt2$. The pair therefore interacts like a point charge with a Gaussian of parameter $\alpha$, which for an isolated pair gives $k_e\,\mathrm{erf}(\alpha R)/R$.

In the periodic cell the interaction is $k_eG$, where $\nabla^2G=-4\pi\rho$ and $\rho$ is the periodic array of these Gaussians. Expand $G=g_0(z)+\sum_{\mathbf k\ne0}g_k(z)\cos(\mathbf k\cdot\boldsymbol\rho)$ over the lateral reciprocal vectors, $\boldsymbol\rho$ being the lateral separation. Then

$$g_k''-k^2g_k=-\frac{4\sqrt\pi\,\alpha}{\mathcal A}\,e^{-k^2/4\alpha^2-\alpha^2z^2}.$$

For $k=0$, with opposite fields on the two sides, the solution is

$$g_0=-\frac{2\pi}{\mathcal A}\left[z\,\mathrm{erf}(\alpha z)+\frac{e^{-\alpha^2z^2}}{\alpha\sqrt\pi}\right].$$

The bracket has first derivative $\mathrm{erf}(\alpha z)$ and second derivative $(2\alpha/\sqrt\pi)e^{-\alpha^2z^2}$, as required. For $k\neq0$ the decaying solution is

$$g_k=\frac{\pi}{k\mathcal A}(F_++F_-),\qquad F_\pm=e^{\pm kz}\,\mathrm{erfc}\!\left(\frac{k}{2\alpha}\pm\alpha z\right).$$

Indeed $F_\pm'=\pm kF_\pm\mp(2\alpha/\sqrt\pi)e^{-k^2/4\alpha^2-\alpha^2z^2}$. Differentiating the sum twice gives $k^2(F_++F_-)$ minus $(4\alpha k/\sqrt\pi)e^{-k^2/4\alpha^2-\alpha^2z^2}$, which reproduces the equation. An additive constant in $G$ remains free.

Let $A_{ij}$ be $k_eG$ between electrode atoms, self term included, and $K_{ik}$ the same between atom $i$ and ion $k$. Define $b_i=-\sum_kK_{ik}\zeta_k$, minus the electrolyte potential averaged over atom $i$. Let $d_i=+\tfrac12$ on upper atoms and $-\tfrac12$ on lower ones. For neutral $q$, the charge on the upper electrode is $Q=d^Tq$, and the battery contributes $-VQ$. Hence

$$U=U_0(r)+\tfrac12q^TAq-q^Tf,\qquad f=b(r)+Vd,$$

where $U_0$ is the energy of the electrolyte alone.

For neutral $q$ the $k=0$ fields cancel outside the slab, and the other components decay. Integration by parts then leaves no surface term:

$$\tfrac12q^TAq=\frac{k_e}{8\pi}\int|\nabla\phi|^2\,d^3r,$$

with $k_e\phi$ the potential of $q$. This is positive unless the charge density vanishes. Gaussians at different positions are linearly independent, so that requires $q=0$. The argument needs neutrality; $A$ may have a negative eigenvalue on other vectors.

## (b) Charges at fixed ions

**Minimise $U$ over neutral charges and find the matrix that maps $f$ to the solution.**

Add $\lambda\mathbf 1^Tq$ to $U$. Stationarity gives

$$Aq^*+\lambda\mathbf 1=f.$$

The potential on atom $i$ is $(Aq^*)_i-b_i=Vd_i-\lambda$. This potential, averaged over the atom's Gaussian, is therefore the same for all atoms of one electrode, and the two electrodes differ by $V$. The unaveraged potential need not be uniform within an electrode. The mean of the two electrode potentials is $-\lambda$, which neutrality sets.

Take $A$ invertible. Then $q^*=A^{-1}f-\lambda A^{-1}\mathbf 1$, and the constraint gives

$$\lambda=\frac{\mathbf 1^TA^{-1}f}{\mathbf 1^TA^{-1}\mathbf 1}.$$

The denominator cannot vanish. If it did, $v=A^{-1}\mathbf 1$ would be a nonzero neutral vector with $v^TAv=v^T\mathbf 1=0$, contrary to part (a). Substitution yields

$$q^*=Sf,\qquad S=A^{-1}-\frac{A^{-1}\mathbf 1\mathbf 1^TA^{-1}}{\mathbf 1^TA^{-1}\mathbf 1}.$$

This is the neutrality-projected capacitance matrix. It is symmetric and $S\mathbf 1=0$, so a common shift of all applied potentials has no effect. Replacing $A$ by $A+c\mathbf 1\mathbf 1^T$ does not change the energy of any neutral vector, so $S$ does not depend on the free constant in $G$.

An equivalent form follows from writing $q=Ny$, where the columns of $N$ are a basis of neutral vectors. Minimising over the unconstrained $y$ gives $N^TANy=N^Tf$, hence

$$S=N(N^TAN)^{-1}N^T.$$

This form also works when $A$ itself is singular.

To see that the point is a minimum, set $q=q^*+\xi$ with $\mathbf 1^T\xi=0$. The linear term is $\xi^T(Aq^*-f)=-\lambda\xi^T\mathbf 1=0$. Also $q^{*T}Aq^*=q^{*T}(f-\lambda\mathbf 1)=q^{*T}f$. Therefore

$$U=U_0-\tfrac12f^TSf+\tfrac12\xi^TA\xi,$$

and the last term is positive for $\xi\neq0$.

## (c) What the electrode charge measures

**Separate $Q^*=d^Tq^*$ into a battery part and an ion part, and relate the latter to the electrolyte dipole.**

Inserting $f=b+Vd$ gives

$$Q^*=C_0V+d^TSb,\qquad C_0=d^TSd.$$

With no electrolyte $b=0$, so $C_0$ is the empty-cell capacitance. It is positive, because $Sd$ gives the minimising charges at 1 V and $d^TSd=(Sd)^TA(Sd)$.

By the symmetry of $S$,

$$d^TSb=-\sum_k\zeta_k\varphi(\mathbf r_k),\qquad \varphi(\mathbf r_k)=\sum_i(Sd)_iK_{ik}.$$

Here $\varphi(\mathbf r_k)$ is the potential in the empty cell per volt applied, averaged over the Gaussian of an ion at $\mathbf r_k$. For flat layers at $z=\pm L/2$, carrying $\pm C_0$ per volt, the $k=0$ term between them and outside the Gaussian tails is

$$\varphi=-\frac{2\pi k_eC_0}{\mathcal A}\left[\left(\frac L2-z\right)-\left(z+\frac L2\right)\right]=\frac{z}{d_{\rm eff}},\qquad d_{\rm eff}=\frac{\mathcal A}{4\pi k_eC_0}.$$

The remaining terms decay as $e^{-kh}$ with distance $h$ from a layer. When they are negligible,

$$Q^*\simeq C_0V-\frac{M_z}{d_{\rm eff}},\qquad M_z=\sum_k\zeta_kz_k.$$

Cations near the lower electrode and anions near the upper one make $M_z$ negative and raise the positive charge above.

The effective gap can be found for two identical square layers of spacing $a$, aligned atom above atom. By symmetry the empty-cell charges are $\pm q_0$, equal within each layer, so the lateral period is $a$. The potential difference is $2k_eq_0[G(0)-G(L)]$, with cell area $a^2$ in $G$. Since $g_k(0)=2\pi\,\mathrm{erfc}(k/2\alpha)/(ka^2)$, and $g_k(L)$ is exponentially small,

$$V=\frac{4\pi k_eq_0}{a^2}\,d_{\rm eff},\qquad d_{\rm eff}=L-\frac1{\alpha\sqrt\pi}+\sum_{\mathbf k\neq0}\frac{\mathrm{erfc}(k/2\alpha)}{k}.$$

The second term comes from smearing the layers in $z$ and reduces the gap. The sum comes from lateral graininess and increases it. Neither depends on $L$.

## (d) Capacitance with minimised charges

**The ions are at temperature $T$ and the charges take their minimising values at every instant. Find $C=d\langle Q^*\rangle/dV$.**

With $\beta=1/k_BT$, ion configurations have weight $e^{-\beta U_{\min}}$, where $U_{\min}=U_0-\tfrac12f^TSf$. Since $\partial f/\partial V=d$,

$$\frac{\partial U_{\min}}{\partial V}=-d^TSf=-Q^*.$$

The voltage acts on the average through the observable and through the weight:

$$\frac{d\langle Q^*\rangle}{dV}=\left\langle\frac{\partial Q^*}{\partial V}\right\rangle-\beta\left[\left\langle Q^*\frac{\partial U_{\min}}{\partial V}\right\rangle-\langle Q^*\rangle\left\langle\frac{\partial U_{\min}}{\partial V}\right\rangle\right].$$

The first term is $C_0$ in every configuration, and the second is $\beta$ times a variance. Thus

$$C=C_0+\beta\,\mathrm{Var}(Q^*).$$

The term $C_0$ is the response at fixed ions. The second term is the response of the ion distribution, since $C_0V$ is constant at given $V$ and only $d^TSb$ fluctuates. Where the linear form of $\varphi$ holds, it equals $\beta\,\mathrm{Var}(M_z)/d_{\rm eff}^2$.

It follows that $C\ge C_0$ under the stated assumptions. If the ions are confined to a bounded region, a very large positive $V$ concentrates the weight on configurations with the largest $d^TSb$, and a very large negative $V$ on those with the smallest. For a finite set of ion states the variance then vanishes exponentially, and $C\to C_0$.

## (e) Capacitance with thermal charges

**Now let the neutral charges $q$ fluctuate at the same temperature as the ions. How does the formula change?**

The configurational partition function is

$$Z=\int dr\int dq\,\delta(\mathbf 1^Tq)\,e^{-\beta U}.$$

The voltage enters $U$ through $-VQ$, so $\partial\ln Z/\partial V=\beta\langle Q\rangle$. A second derivative gives $\beta\,d\langle Q\rangle/dV=\beta^2\mathrm{Var}(Q)$, or

$$C=\beta\,\mathrm{Var}(Q).$$

To compare with part (d), use the completed square of part (b) and put $\xi=Ny$. At fixed ions $y$ is Gaussian with covariance $k_BT(N^TAN)^{-1}$, so $\xi$ has zero mean and covariance $k_BTS$. The integral over $y$ depends on neither $r$ nor $V$. The ions therefore have the same distribution in both ensembles, and $\langle Q\rangle=\langle Q^*\rangle$.

Since $Q=Q^*+d^T\xi$, and the mean of $\xi$ is zero for every ion configuration, the cross term vanishes:

$$\mathrm{Var}(Q)=\mathrm{Var}(Q^*)+k_BT\,d^TSd.$$

Multiplication by $\beta$ recovers $C_0+\beta\,\mathrm{Var}(Q^*)$. Minimising the charges suppresses fluctuations worth $C_0$, which must be added separately. Thermal charges already contain them.

A small cell shows the bookkeeping. It has side 6 Å and $\eta=1.5$ Å$^{-1}$, with upper atoms at $(0,0,4)$ and $(2.6,3.1,4.3)$ Å and lower atoms at $(0.5,0,-4)$ and $(3.2,2.9,-3.8)$ Å. A cation of $0.25\,e$ sits at $(1.5,1.5,z)$ and an anion of $-0.25\,e$ at $(4.5,4.5,z')$, where $z$ and $z'$ independently take the values $-1.5$, 0 and 1.5 Å. At 1000 K and 0.5 V, summing the nine ion states with minimised charges gives $\beta\,\mathrm{Var}(Q^*)=0.01779$ $e$/V, while $C_0=0.02251$ $e$/V. Numerical integration over the three independent charges gives $\beta\,\mathrm{Var}(Q)=0.04030$ $e$/V, their sum. Adding $C_0$ again would give the wrong value $0.0628$ $e$/V.

## (f) A worked cell

**Each electrode is a $3\times3$ square layer with spacing 2.5 Å; the layers are 20 Å apart and aligned. Take $\eta=1.5$ Å$^{-1}$ and $T=1000$ K. Two cations and two anions, of charge $\pm0.25\,e$, occupy different sites among 20: five heights $z=0,\pm3.5,\pm7$ Å, each with lateral coordinates 0 or 3.75 Å. Evaluate the charges and the capacitance.**

These are model parameters, not those of a particular electrolyte. The area is $\mathcal A=56.25$ Å$^2$, and $k_BT=0.08617$ eV.

Diagonalising $A$, with the constant in $G$ chosen as in part (a), gives a lowest eigenvalue of $-294.8$ V/$e$. On neutral vectors the lowest is $+9.55$ V/$e$. With this constant, the stationary point of the unconstrained energy would be a saddle. A large enough positive constant added to $G$ would make $A$ positive definite, without changing the energy of any neutral vector.

The projected matrix gives $C_0=0.015829$ $e$/V, or $0.451$ µF/cm². Consequently

$$d_{\rm eff}=\frac{56.25}{4\pi(14.39965)(0.015829)}=19.638\ \text{Å}.$$

This is 0.362 Å less than the distance between atomic planes. With $\alpha=1.0607$ Å$^{-1}$, smearing contributes $-1/(\alpha\sqrt\pi)=-0.532$ Å, so graininess contributes $+0.170$ Å. Ideal plates 20 Å apart would have $0.015543$ $e$/V, which is 1.8% below $C_0$.

For one configuration, put cations at $(0,0,-7)$ and $(3.75,3.75,-3.5)$ Å, and anions at $(0,3.75,0)$ and $(0,0,7)$ Å. Then

$$M_z=0.25(-7-3.5)-0.25(0+7)=-4.375\ e\,\text{Å}.$$

At 1 V the dipole formula gives $Q^*=0.01583+4.375/19.638=0.2386\,e$. The full matrix gives the same value to these digits. The ions are 3 Å or more from the layers, where $\varphi$ differs from $z/d_{\rm eff}$ by at most $2.2\times10^{-5}$ at the sites. Individual upper-atom charges nevertheless range from 0.0218 to 0.0432 $e$: the total is governed by the dipole, while its distribution follows the nearby ions.

There are $\binom{20}{2}\binom{18}{2}=190\times153=29070$ ion states. Summing over all of them gives:

| $V$ (V) | $\langle Q^*\rangle$ ($e$) | $\beta\,\mathrm{Var}(Q^*)$ ($e$/V) | $C$ ($e$/V) |
|---:|---:|---:|---:|
| 0 | 0.0000 | 0.0385 | 0.0543 |
| 1 | 0.0584 | 0.0500 | 0.0658 |
| 2 | 0.1307 | 0.0579 | 0.0737 |
| 5 | 0.2950 | 0.0501 | 0.0659 |
| 10 | 0.5136 | 0.0008 | 0.0166 |
| 40 | 0.9896 | 0.0000 | 0.0158 |

At zero voltage $C=0.0158+0.0385=0.0543$ $e$/V, or 1.55 µF/cm², of which the empty cell supplies 29%. If the charges were thermal, their rms fluctuation in $Q$ at fixed ions would be $\sqrt{k_BTC_0}=0.0369\,e$.

Among the tabulated voltages, $C$ is largest at 2 V, but the table is too coarse to show the shape of the curve. Between 2 and 5 V the mean slope is $(0.2950-0.1307)/3=0.0548$ $e$/V, below $C$ at both ends, so $C$ dips in between. The same sums in steps of 0.1 V give two maxima, $0.0748$ $e$/V near 1.8 V and $0.0865$ $e$/V near 5.8 V. Since $C_0$ is constant, all this variation is that of the dipole variance. These sums do not identify which ion arrangements cause the initial rise.

The last two rows show saturation; 40 V serves as a mathematical limit, not as an operating condition. With both cations at $-7$ Å and both anions at $+7$ Å, $M_z=-7\,e$ Å. The predicted charge at 40 V is $40(0.015829)+7/19.638=0.9896\,e$, as tabulated. The ions can contribute no further dipole, so $C$ has fallen to $C_0$.

## (g) When the split changes

**What replaces the result if electrode atoms move, or if the electrolyte is polarisable?**

If electrode atoms move, $A$ and hence $S$ depend on configuration. The derivation in part (d) still holds up to the average of $\partial Q^*/\partial V$, giving

$$C=\langle d^TSd\rangle+\beta\,\mathrm{Var}(Q^*).$$

For thermal charges, $C=\beta\,\mathrm{Var}(Q)$ remains valid. Their Gaussian integral, however, now contributes a factor $[\det(N^TAN)]^{-1/2}$ to the weight of each atomic configuration. The two ensembles then generally have different atomic distributions, and their capacitances need not agree.

For a polarisable electrolyte, let $\mu$ denote its induced dipoles and add $\tfrac12\mu^T\Gamma\mu-\mu^Th+q^TD\mu$ to $U$, with $\Gamma$ positive definite. Here $h$ is the field of the fixed charges on the dipoles, and $D$ couples dipoles to electrode charges. Minimisation gives $\mu=\Gamma^{-1}(h-D^Tq)$. Substituting this back changes the coefficients to

$$A\to A-D\Gamma^{-1}D^T,\qquad b\to b-D\Gamma^{-1}h,\qquad U_0\to U_0-\tfrac12h^T\Gamma^{-1}h.$$

The new $A$ depends on the ion positions through $D$ and $\Gamma$. Provided it stays positive on neutral vectors, the averaged formula above applies to minimised charges and dipoles. Its first term is then the mean response at fixed nuclei, which includes electronic polarisation, and is no longer the capacitance of the empty cell.

All numerical values are calculated from the stated model.
